Cohn's theorem and the sensitivity of percolating resistor networks, part 2

A disordered film is modelled as a finite, connected network of resistors, called bonds, which meet at nodes. The problem is to find how the resistance of the whole network depends on its individual bonds.

Current I > 0 enters at the source and leaves at the drain. The terminal voltage is V and the total resistance is R = V/I. Bond k has a resistance r_k > 0 that does not depend on its current. Its current i_k is positive along the direction assigned to the bond, its voltage in that direction is r_k i_k, and its current fraction is f_k = i_k/I. The node law says that the net current leaving a node through its bonds equals the current fed in from outside: I at the source, −I at the drain and zero elsewhere. A prime marks values after a change of resistance.

Cohn's theorem, from part (d), holds when r_b alone is varied:

∂R/∂r_b = f_b².

The finite relation is

R' − R = Δ i_b i'_b/I² when r_b alone changes by Δ at fixed I.

The power balance is

R I² = Σ_k r_k i_k².

Part (g) showed that

|i_b| ≤ I,  0 ≤ ∂R/∂r_b ≤ 1.

The upper limit of the derivative is reached by a bond through which all the current must pass.

The bridge of part (f) has source 0, drain 3 and inner nodes 1 and 2. Its resistances in kΩ are 1 for bond 0–1, 2 for bond 0–2, 2 for bond 1–3, 1 for bond 2–3, and x for bond 1–2. Its total resistance, in kΩ, is

R(x) = (3x + 4)/(2x + 3).

Bond 1–2 carries the fraction 1/(2x + 3) of the current. At x = 1 the resistance is 7/5 kΩ, this fraction is 1/5 and dR/dx is 1/25. The terms r_k f_k df_k/dx, which describe how the redistribution of current affects the power at fixed I, add up to zero there.

**(h) Find the change of R for a change Δ of any size in r_b. When is the linear estimate f_b² Δ adequate?**

*Solution.* The new current i'_b is needed. Suppose first that the network stays connected when bond b is taken out. Take it out, keep I fixed, and let V_oc be the voltage between the two free ends, in the direction of the bond. Now draw a current i_b out of the first end and return it at the second, as the bond would do. The equations are linear, so the effects of I and i_b add. The second effect lowers the voltage between the ends by R_th i_b, where R_th is the resistance measured between these ends with the bond removed and the source and drain left open. Ohm's law for the bond then requires

r_b i_b = V_oc − R_th i_b,  so  i_b = V_oc/(r_b + R_th).

Neither V_oc nor R_th depends on r_b. Replacing r_b by r_b + Δ gives

i'_b = i_b (r_b + R_th)/(r_b + R_th + Δ),

and inserting this into the finite relation gives

R' − R = f_b² Δ (r_b + R_th)/(r_b + R_th + Δ).

The linear estimate is good if |Δ| is much smaller than r_b + R_th. For an increase it is too large when f_b ≠ 0, because current moves away from the bond as its resistance grows. If the bond is opened, Δ tends to infinity and the change stays finite:

R_open − R = f_b² (r_b + R_th).

If removing the bond would split the network in two, the node law for one of the parts fixes i_b at I, −I or 0, whatever the value of r_b. Then i'_b = i_b, and R' − R = f_b² Δ holds for any allowed Δ.

The bridge of part (f) illustrates the result. Seen from nodes 1 and 2 with the bond between them removed, one path leads through the source and has 1 + 2 = 3 kΩ. The other leads through the drain and has 2 + 1 = 3 kΩ. In parallel they give R_th = 3/2 kΩ. Raising x from 1 to 2 kΩ changes R by

(1/25)(1)(5/2)/(7/2) = 1/35 kΩ,

which agrees with R(2) − R(1) = 10/7 − 7/5 = 1/35 kΩ. Opening the bond adds (1/25)(5/2) = 1/10 kΩ. This takes R from 7/5 to 3/2 kΩ, the limit of R(x) for large x.

**(i) Each bond is thermally activated, r_k = r_0 exp(E_k/k_BT), where the barriers E_k and the common prefactor r_0 do not depend on temperature. Find the activation energy of the whole network, defined as E_a = d ln R/d(1/k_BT).**

*Solution.* Relative changes are the natural measure here. Multiply the theorem by r_k/R:

∂ln R/∂ln r_k = (r_k/R) f_k² = r_k i_k²/(R I²) ≡ p_k.

The quantity p_k is the share of the total power that is dissipated in bond k. The shares add up to 1, because Σ_k r_k i_k² = R I². Since ln r_k = ln r_0 + E_k/k_BT, the derivative of ln r_k with respect to 1/k_BT is E_k. The chain rule then gives

E_a = Σ_k p_k E_k.

The activation energy of the network is the mean barrier, weighted by dissipated power. It lies between the smallest and the largest barrier. In general it depends on temperature, since the shares p_k do.

If the prefactor varies as T^s, R acquires the same common factor and ln R acquires the term s ln T. With β = 1/k_BT, ln T equals −ln β plus a constant, so its derivative with respect to β is −1/β = −k_BT. The measured slope is then Σ_k p_k E_k − s k_BT.

**(j) Apply these results to a model channel at 300 K. It has 8 by 8 square cells of edge 20 nm in a film 20 nm thick. The barriers have mean 60 meV and standard deviation 20 meV. At zero barrier the carrier density is 10¹⁸ cm⁻³ and the mobility is 20 cm²/Vs.**

*Solution.* Eight rows of eight bonds run from source to drain, which makes 64. The seven columns of inner nodes are joined sideways by seven bonds each, which makes another 49. Each electrode is a single node. The 113 barriers are Gaussian quantiles at equal steps of probability, from 7.6 to 112.4 meV, placed on the bonds at random. The numbers below belong to this one arrangement.

A square cell has equal length and width, so of its dimensions only the thickness t enters the resistance at zero barrier:

r_0 = 1/(q n_0 μ_0 t)
= 1/[(1.602×10⁻¹⁹ C)(10²⁴ m⁻³)(2.0×10⁻³ m²/Vs)(2.0×10⁻⁸ m)]
= 0.156 MΩ.

With k_BT = 25.85 meV, the solution of the node equations gives R = 1.471 MΩ. The channel is as long as it is wide, so a uniform film of density n_0 with the same resistance would have the mobility

μ_eff = μ_0 r_0/R = 20 × 0.156/1.471 = 2.1 cm²/Vs.

The theorem was checked on every bond by raising and lowering its resistance by 0.1 % and solving the network again. The slopes differ from f_b² by at most 1.1×10⁻⁸.

The bond with the largest ∂R/∂r_b has a barrier of 22.7 meV, a resistance of 0.375 MΩ and a current fraction of 0.305. Its derivative is 0.305² = 0.093. In a lattice of equal bonds each of the eight rows would carry 0.125 of the current. The bond with the highest barrier has 12.04 MΩ, about eight times the resistance of the whole channel. It carries a fraction of 0.025, and its derivative is 0.0006. The current largely goes round it.

Now double the resistance of the most sensitive bond. This corresponds to raising its barrier by k_BT ln 2 = 17.9 meV. The linear estimate is

f_b² Δ = 0.0932 × 0.375 = 0.0350 MΩ.

With R_th = 0.867 MΩ, the factor from part (h) is

(0.375 + 0.867)/(0.375 + 0.867 + 0.375) = 0.768,

so the actual change is 0.0268 MΩ, or 1.8 % of R. The linear estimate exceeds it by 30 %. Opening the bond adds 0.0932 × 1.242 = 0.116 MΩ, or 7.9 % of R. Even this bond is not indispensable.

The power is unevenly shared: 24 of the 113 bonds are enough to account for half of it. In a lattice of equal bonds it would take 32, since the sideways bonds would carry no current. The thirds of the bonds with low, middle and high barriers take 38.5, 36.1 and 25.4 %. The weighted mean barrier is E_a = 56.5 meV, and the slope of ln R, found by changing 1/k_BT by ±0.1 %, gives the same value. That it lies below the plain mean of 60 meV is a feature of this arrangement. Over 1000 random placements of the same barriers, E_a averages 60.0 meV with a standard deviation of 1.8 to 1.9 meV. Over such placements R averages 1.60 MΩ with a standard deviation of 0.10 MΩ, so the digits of R given above also belong to this arrangement only.

The disorder is moderate. The largest and smallest bond resistances differ by a factor of about 57. Conduction is uneven, but no single path dominates: no bond carries more than 0.31 of the current in this arrangement. In other placements of the same barriers the largest fraction is typically near 0.28 and occasionally above 0.5.

**(k) Which neglected effects matter for these numbers, and how does the model compare with real devices?**

*Solution.* The shape of the barriers matters most among the effects on R that were sized. The model gives each bond a flat barrier of height E_k. Suppose instead that the barrier has the profile E_k(1 − s²), with s running from −1 to 1 along the bond. The local resistivity is proportional to the exponential of the local barrier, and slices in series add, so

r_k = r_0 ∫₀¹ exp[E_k(1 − s²)/k_BT] ds.

This is smaller than before, because the full height is reached at one point only. The network then has R = 0.859 MΩ, which is 42 % less, and E_a falls to 46.8 meV. Cohn's theorem is unaffected, since it holds for any positive r_k.

The activation energy is also sensitive to the prefactor. If r_0 is proportional to T, part (i) gives a shift of −25.9 meV, nearly half of E_a. A measured slope therefore cannot be read directly as a barrier height, since both the shape of the barriers and the temperature dependence of the prefactor enter it. Warming the channel to 350 K, with constant r_0, lowers R to 1.076 MΩ, while E_a remains close to 57 meV.

Smaller corrections were estimated with an effective mass of 0.3 electron masses. Fermi statistics put 7.9 % more carriers on the mean barrier than the Boltzmann factor does, for the same density at zero barrier. For tunnelling near a parabolic top of curvature frequency ω, Wigner's leading correction to the thermal rate is (ħω/k_BT)²/24. It is 3.6 % for the highest barrier. It is derived for free passage over the barrier, so here it indicates a size and no more. The mean free path estimated from the mobility and the thermal speed is about 0.7 nm, far below the cell size, so carriers do not cross a cell without scattering. It is also shorter than the thermal wavelength h/√(2πmk_BT) ≈ 8 nm, where m is the effective mass. The picture of free flights between collisions is therefore not reliable here, and the local mobility remains an assumption of the model.

Ohm's law is safe at a bias of 10 mV. The largest bond voltage v is then 2.5 mV. If the bond current followed sinh(qv/2k_BT), as for hopping over a symmetric barrier, it would exceed the linear value by 0.04 %. With 1 V across the same eight cells, the average voltage per cell would be 125 mV, several times k_BT/q. At that voltage the same sinh law gives 2.3 times the linear current, so the linear theory could not be relied on.

The repulsion between individual carriers is left out, and it need not be negligible. A cell holds 8 carriers at zero barrier but 0.8 on the mean barrier, so the smooth density is then a time average. For an assumed relative permittivity of 10, and without screening, two carriers 20 nm apart have a repulsion energy of about 7 meV, roughly a third of the standard deviation of the barriers. Screening by other carriers would reduce this energy, possibly by a large factor.

The parameters are rough values in the regime of thin-film transistors with amorphous indium-based oxide channels. Such transistors reach mobilities of roughly 10 cm²/Vs when strongly switched on. The model's 2.1 cm²/Vs cannot be compared with this directly, because μ_eff refers to the density at zero barrier, while a transistor's mobility is found from its response to the gate. Suppose that the gate multiplies the carrier density everywhere by the same factor. This requires Boltzmann statistics, barriers that the added carriers do not screen, and added charge that spreads evenly through the film. In a real transistor the induced charge gathers near the gate insulator and part of it fills localized states, so the assumption is rough, particularly when the transistor is strongly switched on. The conductance then grows in proportion to the mean density, and the mobility seen by the gate is μ_eff n_0 divided by the mean density. Averaged over the bonds, the density is 0.132 n_0, which gives 2.12/0.132 = 16 cm²/Vs. With the parabolic profile, μ_eff is 20 × 0.156/0.859 = 3.63 cm²/Vs and the mean density is 0.303 n_0, which gives 12 cm²/Vs. Both values have the magnitude seen in transistors, but this does not confirm the model, since its parameters were chosen and not measured. The cell size is an assumption, and a channel of 160 nm is short compared with the micrometres common in displays. Real devices also have contact resistance. It lies in series with the channel and carries all the current, so by part (g) each added ohm there raises the total by one ohm, compared with at most 0.093 ohm for any single bond of this channel. Further digits of most of the channel results are in the numerical output.

Calculated quantities

```
BRIDGE: bonds 0-1, 0-2, 1-3, 2-3, 1-2; source 0, drain 3
resistances (kOhm): 1, 2, 2, 1, x
R(x) (kOhm): (3*x + 4)/(2*x + 3)
dR/dx: (2*x + 3)**(-2)
R at x=1 (kOhm): 7/5
dR/dx at x=1: 1/25
current fractions at x=1: [3/5, 2/5, 2/5, 3/5, 1/5]
current fractions at x=2: [4/7, 3/7, 3/7, 4/7, 1/7]
terms r_k f_k df_k/dx at x=1: [-3/125, 4/125, 4/125, -3/125, -2/125]
sum of these terms: 0
CHANNEL: 8 x 8 cells, 113 bonds, T = 300 K
cell edge = film thickness: 20 nm; channel length = width: 160 nm
barrier mean, spread: 60, 20 meV
barrier min, max: 7.6, 112.4 meV
density and mobility at zero barrier: 1.0e+18 cm^-3, 20 cm2/Vs
kT: 25.85 meV; prefactor r0: 0.1560 MOhm
total resistance R: 1.4713 MOhm
effective mobility: 2.12 cm2/Vs
largest |finite difference - (i/I)^2|: 1.1e-08
most sensitive bond: barrier 22.7 meV, r 0.3750 MOhm
  |i/I| 0.3053, dR/dr 0.09320, power share 2.38 %
highest-barrier bond: barrier 112.4 meV, r 12.0429 MOhm
  |i/I| 0.0252, dR/dr 0.00064, power share 0.52 %
most sensitive bond, R_th: 0.8674 MOhm
  doubled, linear estimate of dR: 0.03495 MOhm
  doubled, actual dR: 0.02685 MOhm
  opened, actual dR: 0.11580 MOhm
power share of low, middle, high barrier thirds (%): 38.5, 36.1, 25.4
fewest bonds that take half the power: 24 of 113
activation energy, power-weighted: 56.526 meV
activation energy, from slope of ln R: 56.526 meV
NEGLECTED EFFECTS (effective mass 0.3 electron masses)
parabolic barrier tops: R 0.8586 MOhm, activation 46.8 meV
degeneracy, density on mean barrier: +7.9 %
tunnelling near top of highest barrier: +3.56 %
largest bond voltage at 10 mV bias: 2.48 mV
  sinh-law rise of that bond's current: 0.038 %
mean free path: 0.67 nm
carriers per cell at zero, mean barrier: 8.0, 0.79
activation shift if r0 varies as T^1: -25.9 meV
at 350 K: R 1.0757 MOhm, activation 56.83 meV
```
